# Permittivity and Shear Stiffness of Porous Dielectrics: The Role of Connectivity

Three porous solids are made of the same material and are each half air. Their relative permittivities are 2.27, 2.19 and 2.03. Their shear moduli $C_{44}$, in the same order, are about 7, 4 and 0 GPa. Rearranging the same amounts of solid and air changes the permittivity by about a tenth, yet it can remove the shear stiffness altogether.

The first structure has closed pores in a connected solid. The second is an open frame, in which solid and pores are both connected. The third consists of separate solid grains in connected air. The second case shows that connected pores do not by themselves destroy stiffness. What matters is whether the solid still runs unbroken through the structure in all three directions or has fallen into finite pieces, and the reason lies in the property that air brings to each problem.

## The model

The structures are periodic with cubic symmetry, their phases are perfectly bonded, and there are no surface layers. The response is linear and static. The permittivity is $\varepsilon_0\kappa$, with $\kappa_s=4$ in the solid and $\kappa_p=1$ in the pores, so that $t=\kappa_p/\kappa_s=1/4$. The solid has shear modulus $G_s=30$ GPa and bulk modulus $K_s=40$ GPa. These are round model values. The porosity is $f=1/2$.

The closed pore is a cube with stepped corners. Its side is $10/12$ of the period, and at each corner 17 small cubes, each with side $1/12$ of the period, are left solid: those whose depths below the three faces meeting at the corner, counted in small cubes from zero, are each at most 2 and add to at most 3. The pore therefore fills $(10^3-8\times17)/12^3=\frac12$ of the cell. Exchanging solid and air gives the grain structure. The frame has square struts along the three axes, with sides of half a period. Three struts would fill $3\times\frac14$ of the cell, but their common joint, of volume $\frac18$, has then been counted three times. The solid fraction is therefore $\frac34-2\times\frac18=\frac12$.

## What the permittivity knows about the structure

Let $\chi=1$ in the pores and $0$ in the solid, and let $\langle\cdot\rangle$ be the cell average, so that $\langle\chi\rangle=f$. Impose a mean field $\mathbf e$ of unit size and write $\mathbf E=\mathbf e-\nabla\phi$ with periodic $\phi$. The effective permittivity follows from the minimum field energy:

$$F(t)=\frac{\kappa_{\rm eff}}{\kappa_s}=\min_\phi\langle a|\mathbf E|^2\rangle,\qquad a=1-(1-t)\chi=1-\frac{\chi}{s},\qquad s=\frac1{1-t}.$$

At the minimum $\nabla\cdot(a\mathbf E)=0$. Integration by parts then gives $\langle\nabla\phi\cdot a\mathbf E\rangle=0$, and with $\langle\mathbf E\rangle=\mathbf e$,

$$F=\mathbf e\cdot\langle a\mathbf E\rangle=1-\frac1s\langle\mathbf e\cdot\chi\mathbf E\rangle .$$

The field equation also reads $\nabla\cdot\mathbf E=\nabla\cdot(\chi\mathbf E)/s$. Let $\Gamma$ be the orthogonal projection onto zero-mean gradient fields. On a Fourier component it acts as $\mathbf g_{\mathbf k}\to\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf g_{\mathbf k})$ for $\mathbf k\neq0$, and it removes $\mathbf k=0$. Since $\mathbf E-\mathbf e$ is such a gradient field,

$$\mathbf E=\mathbf e+\frac1s\Gamma(\chi\mathbf E).$$

Multiply by $s\chi$ and set $\mathbf P=\chi\mathbf E$. Because $\chi\mathbf P=\mathbf P$, this becomes $(s-\chi\Gamma\chi)\mathbf P=s\chi\mathbf e$. Inserting $\mathbf P$ into $F$ gives

$$F=1-\left\langle\chi\mathbf e\cdot(s-\chi\Gamma\chi)^{-1}\chi\mathbf e\right\rangle
=1-\sum_n\frac{B_n}{s-s_n}.$$

The last form expands $\chi\mathbf e$ in eigenfields of the symmetric operator $\chi\Gamma\chi$. The weights $B_n$ are squared projections, so $B_n\ge0$. Since $\chi$ and $\Gamma$ are both projections, $0\le s_n\le1$. For a continuous spectrum the sum becomes an integral.

All structural information is in $B_n$ and $s_n$, but two of their moments are already fixed. The first is $\sum_nB_n=\langle\chi|\mathbf e|^2\rangle=f$. The second is

$$\sum_nB_ns_n=\langle\chi\mathbf e\cdot\Gamma\chi\mathbf e\rangle
=\sum_{\mathbf k\neq0}|\chi_{\mathbf k}|^2(\hat{\mathbf k}\cdot\mathbf e)^2=\frac{f(1-f)}3.$$

Cubic symmetry makes the three axes equivalent, which gives the factor $1/3$. The remaining sum is $\sum_{\mathbf k\ne0}|\chi_{\mathbf k}|^2=\langle\chi^2\rangle-\langle\chi\rangle^2=f-f^2$.

With $x=1-t=1/s$, each term is $B_nx/(1-s_nx)$, and expansion in $x$ gives

$$F=1-fx-\frac{f(1-f)}3x^2-x^3\sum_nB_ns_n^2-\cdots .$$

Hence $F'(1)=f$ and $F''(1)=-2f(1-f)/3$, whatever is connected to what. For $f=1/2$ these are $0.5$ and $-0.1667$. Finite-element solutions for the three structures give slopes between 0.5002 and 0.5006 and second derivatives between $-0.1654$ and $-0.1665$.

Connectivity can first enter at third order. At $x=3/4$ the terms common to all three structures give

$$\kappa_s\left(1-\frac38-\frac1{12}\cdot\frac9{16}\right)=4\times0.578=2.31 .$$

The remaining terms are all negative or zero. They lower this value to 2.27, 2.19 and 2.03.

## Why the remaining freedom is small

The two moments also limit the complete sum. For $t<1$ we have $s>1$, and $1/(s-y)$ is a convex function of $y$ on $0\le y\le1$. The average of a convex function is at least its value at the average argument. With weights $B_n/f$ the average of $s_n$ is $(1-f)/3$, so

$$F\le1-\frac f{s-(1-f)/3}.$$

For a lower limit, exchange the phases and measure $\kappa_{\rm eff}$ relative to $\kappa_p$. The ratio $t$ becomes $1/t$, and $s$ becomes $1/(1-1/t)=-q$ with $q=t/(1-t)$. The new weights $B_n'$ sum to $1-f$, and the new average of $s_n'$ is $f/3$. Therefore

$$\frac{\kappa_{\rm eff}}{\kappa_p}=1+\sum_n\frac{B_n'}{q+s_n'}\ge1+\frac{1-f}{q+f/3},$$

again by convexity. These are the Hashin–Shtrikman limits. Here $s=4/3$ and $q=1/3$, so

$$4\left(1-\frac{1/2}{4/3-1/6}\right)=\frac{16}7=2.29,\qquad
1+\frac{1/2}{1/3+1/6}=2.00 .$$

The upper limit exceeds the lower by 14%. The largest computed permittivity exceeds the smallest by 12%, so these three structures already use most of the permitted range.

Physically, an air gap between grains does not stop the electric flux. It makes the flux pass through a region of lower permittivity, at a finite cost. If the pores had zero permittivity, this route would be closed. In the lower limit $\kappa_p$ multiplies a bracket that stays finite as $t\to0$, so the limit on $F$ falls to zero. The computed values of $F(0)$ are 0.38 for closed pores, 0.32 for the frame and zero for the grains. Permittivity would then be as vulnerable to disconnection as stiffness is.

## Why separate grains have no shear stiffness

In elasticity the energy is minimized over displacements with a given mean strain $S$. For shear, $S$ is symmetric and traceless. A zero modulus can be proved by finding one admissible displacement that costs no energy.

Let $\mathbf y=\mathbf x-\mathbf x_n$ be the position relative to the centre of grain $n$, and let $\mathbf v=S\mathbf y$. The curl of a cross product is

$$\nabla\times(\mathbf y\times\mathbf v)=\mathbf y(\nabla\cdot\mathbf v)-\mathbf v(\nabla\cdot\mathbf y)+(\mathbf v\cdot\nabla)\mathbf y-(\mathbf y\cdot\nabla)\mathbf v .$$

Its four terms are $0$, $-3\mathbf v$, $+\mathbf v$ and $-\mathbf v$. The first vanishes because $S$ is traceless, and the last holds because $\mathbf v$ is linear in $\mathbf y$. The sum is $-3\mathbf v$, so $\mathbf A_n=-\mathbf y\times(S\mathbf y)/3$ satisfies $\nabla\times\mathbf A_n=S\mathbf y$.

Now choose a smooth function $\eta_n$ that equals one on grain $n$ and falls to zero before the next grain is reached. This requires grains of finite size and a gap of finite width. Take

$$\mathbf u=S\mathbf x-\sum_n\nabla\times(\eta_n\mathbf A_n).$$

On grain $n$ this is $S\mathbf x-S(\mathbf x-\mathbf x_n)=S\mathbf x_n$, a constant. Each grain moves without strain. The subtracted sum is periodic, so the mean strain is still $S$. In the air $\nabla\cdot\mathbf u=0$, because $S$ is traceless and a curl has no divergence. The air changes shape but not volume, and a static fluid stores no energy in doing so. The total energy is zero, and so is every effective shear modulus. This result is for grains that do not touch. In a real powder the grains rest on one another, and under load their contacts can carry some shear.

The argument does not need air to be infinitely compressible. Its resistance to compression is in any case small here: for slow isothermal changes of an ideal gas, $pV$ is constant and the bulk modulus $-V\,dp/dV$ equals $p$. At a pressure of one standard atmosphere this is $1.01\times10^5$ Pa, about $3\times10^{-6}$ of $G_s$. The numerical elasticity therefore treats the pores as void.

## Why the open frame remains stiff

Suppose instead that the solid is connected, through contacts of finite area, along three independent periods $\mathbf L$. Suppose also that its boundary is regular enough for the minimum energy to be attained. Zero energy would require zero strain in the solid, hence one common rigid motion $\mathbf u=\mathbf c+\boldsymbol\omega\times\mathbf x$. The imposed mean strain requires $\mathbf u(\mathbf x+\mathbf L)-\mathbf u(\mathbf x)=S\mathbf L$. Thus $S\mathbf L=\boldsymbol\omega\times\mathbf L$ for three independent vectors, which makes $S$ antisymmetric. A matrix that is both symmetric and antisymmetric vanishes. Any nonzero shear therefore costs energy.

All three periods are needed. Take square rods along the three axes, offset so that they do not touch, each family filling $\varphi=1/6$ of the cell. Each rod is connected along one period only. A shear $S_{12}$ has $\mathbf L\cdot S\mathbf L=0$ along every rod, so each rod can follow it by a rigid rotation and this shear costs nothing. The shear $S=\mathrm{diag}(\frac12,-\frac12,0)$ stretches one family and shortens another. With Young's modulus $E=9K_sG_s/(3K_s+G_s)=72$ GPa, twice the energy density is $\varphi E(\frac14+\frac14)=6$ GPa. Such a solid is stiff in one shear and free in the other.

A cubic solid has two shear moduli, $C_{44}$ and $C'=(C_{11}-C_{12})/2$. On the finer grid they are 7.3 and 11.6 GPa for closed pores, and 4.0 and 9.5 GPa for the frame. The frame thus keeps a little over half and about four fifths of the closed-pore values. These reductions reflect the change of shape as well as the opening of the pores. Finite-element energies are upper estimates. Between the two grids $C_{44}$ falls from 7.57 to 7.33 GPa for closed pores and from 4.23 to 3.99 GPa for the frame. These changes are 3% and 6% of the finer results, so the second digit is not secure in either case.

Connection along three periods guarantees a positive stiffness, but not a useful one. Join the grains by thin solid bridges of total volume fraction $\delta$, and trim the grains to keep $f$ fixed. The displacement $\mathbf u$ constructed above is still admissible. It strains the solid in the bridges alone, and its strain there has a squared magnitude of at most some $M^2$ that does not depend on $\delta$. Twice the energy density is then at most $2G_sM^2\delta$, which tends to zero with $\delta$. The stiffness can thus be made as small as desired before the solid disconnects, while the permittivity stays within its limits if cubic symmetry is kept.

## Changing the pore property instead of the structure

If the contrast is the cause, filling the pores with a soft solid should protect the stiffness. Let both pore moduli be $t$ times those of the solid. Normalize the shear so that $S:S=1/2$; twice the energy density of a uniform material is then $2G\,S:S=G$. A uniform trial strain gives $G_{\rm eff}\le\langle G\rangle$.

For a lower limit, let $C$ be the local stiffness, $\epsilon$ the actual strain and $\sigma$ any constant stress. Since $(\epsilon-C^{-1}\sigma):C:(\epsilon-C^{-1}\sigma)\ge0$,

$$\epsilon:C:\epsilon\ge2\sigma:\epsilon-\sigma:C^{-1}:\sigma .$$

Take $\sigma=2gS$. The average of the first term on the right is $4g\,S:S=2g$. In the second, $\sigma:\sigma/(2G)=g^2/G$. Hence $G_{\rm eff}\ge2g-g^2\langle1/G\rangle$, which is largest at $g=1/\langle1/G\rangle$. Together,

$$\frac1{1-f+f/t}\le\frac{G_{\rm eff}}{G_s}\le1-f+ft .$$

For $t=1/4$ the limits are $30/2.5=12$ GPa and $30\times0.625=18.75$ GPa. With this filling, $C_{44}$ computed on the coarser grid is 15.2, 14.4 and 13.6 GPa for closed pores, frame and grains. These too are upper estimates, and their third digit is not secure. The largest exceeds the smallest by 12%, much like the permittivity. The grains are still disconnected, but the material between them now transmits shear.

## Where the permittivity limits change

The narrow permittivity range relies on cubic symmetry, which fixed the second moment. Without it, the same uniform-field and uniform-flux arguments apply to $\kappa$ along any direction and give $1/\langle1/\kappa\rangle\le\kappa_{\rm eff}\le\langle\kappa\rangle$, here from 1.6 to 2.5. The range is wider, but its lower end is still positive. If connected pores take up a liquid, $\kappa_p$ is no longer one and the limits must be recalculated. The separate-grain argument for shear still holds when the liquid fills the pores and the grains stay apart, because a static liquid also has zero shear modulus. In partly filled pores, menisci pull real grains into contact; such surface forces lie outside this model.

The numerical output lists the values for all three structures and for the altered pore properties.

## Computed results

```
solid relative permittivity: 4.0
pore relative permittivity: 1.0
permittivity ratio t: 0.25
solid G, K: 30.0, 40.0 GPa
porosity f: 0.500
standard air pressure: 101325 Pa
closed pores: solid connected True, pores connected False
open frame: solid connected True, pores connected True
grains: solid connected False, pores connected True
kappa lower limit: 2.0000
kappa upper limit: 2.2857
upper/lower kappa: 1.1429
predicted F'(1), F''(1): 0.5000, -0.1667
closed pores: kappa, grid 12: 2.2813
closed pores: kappa, grid 36: 2.2696
closed pores: F'(1), F''(1): 0.5002, -0.1654
closed pores: F with zero-permittivity pores: 0.3832
open frame: kappa, grid 12: 2.1977
open frame: kappa, grid 36: 2.1916
open frame: F'(1), F''(1): 0.5004, -0.1665
open frame: F with zero-permittivity pores: 0.3171
grains: kappa, grid 12: 2.0399
grains: kappa, grid 36: 2.0293
grains: F'(1), F''(1): 0.5006, -0.1663
grains: F with zero-permittivity pores: 0.0000
computed max/min kappa: 1.1184
uniform-strain limit on G, void pores: 15.00 GPa
closed pores: C44, grids 12, 24: 7.574, 7.333 GPa
closed pores: Cp, grids 12, 24: 11.843, 11.646 GPa
open frame: C44, grids 12, 24: 4.234, 3.991 GPa
open frame: Cp, grids 12, 24: 9.658, 9.509 GPa
grains: C44, grids 12, 24: 0.000, 0.000 GPa
grains: Cp, grids 12, 24: 0.000, 0.000 GPa
soft-filled G limits: 12.00, 18.75 GPa
closed pores: soft-filled C44, Cp (grid 12): 15.247, 17.278 GPa
open frame: soft-filled C44, Cp (grid 12): 14.446, 16.578 GPa
grains: soft-filled C44, Cp (grid 12): 13.581, 15.605 GPa
soft-filled max/min C44: 1.1227
soft-filled max/min Cp: 1.1073
```
